# The generalized Hellmann-Feynman force in the PAW method: a numerical check

```python
"""
Generalized Hellmann-Feynman force in the PAW method, tested on a 1D model.

Result under test, for orbitals C with C^dagger S C = 1 and occupations f:
  F = -sum_n f_n <n|dH/dR|n> + sum_mn L_mn <n|dS/dR|m> - dE_ion/dR,
  L_mn = (f_m + f_n)/2 <m|H|n>, which is f_n e_n delta_mn for canonical orbitals.
T maps smooth orbitals to full ones, S = T^dagger T, H = T^dagger h T,
h = kinetic + external + mean-field potential; dH/dR holds the mean field fixed.
R is the position of well B. The smooth basis does not depend on R.
Internally atomic units; printed values in eV and angstrom.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import entr, expit

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
FORCE = EV / ANG

# Model parameters, chosen round in eV and angstrom
cell_A, depth_A_eV, depth_B_eV, width_A = 8.0, 100.0, 80.0, 0.4
repulsion_eV, range_A, radius_A = 2.0, 0.8, 0.75
pos_A_A, pos_B_A, kT_eV = -0.8, 0.8, 3.0
charge_A, charge_B = 4.0, 2.0
n_grid, max_wave = 121, 8

cell = cell_A / ANG
rc = radius_A / ANG
RA, RB0 = pos_A_A / ANG, pos_B_A / ANG
U0, u_range = repulsion_eV / EV, range_A / ANG
x = np.arange(n_grid) * cell / n_grid
x = x - cell * np.round(x / cell)
G = 2 * np.pi * np.fft.fftfreq(n_grid, d=cell / n_grid)
identity = np.eye(n_grid)
fourier = np.fft.fft(identity, axis=0)
D = np.fft.ifft(1j * G[:, None] * fourier, axis=0).real
kinetic = np.fft.ifft(0.5 * G[:, None] ** 2 * fourier, axis=0).real
kinetic = 0.5 * (kinetic + kinetic.T)
dist = x[:, None] - x[None, :]
dist = dist - cell * np.round(dist / cell)
U = U0 * np.exp(-dist ** 2 / (2 * u_range ** 2))
waves = np.arange(-max_wave, max_wave + 1)
plane_waves = np.exp(2j * np.pi * np.outer(x, waves) / cell) / np.sqrt(n_grid)


def translation(R):
    """Matrix that moves a grid function by R."""
    return np.fft.ifft(np.exp(-1j * G * R)[:, None] * fourier, axis=0).real


def make_atom(depth_eV):
    """Potential and PAW correction T - 1 of one well at the origin."""
    v = -depth_eV / EV * np.exp(-x ** 2 / (2 * (width_A / ANG) ** 2))
    phi = eigh(kinetic + np.diag(v))[1][:, :2]
    smooth = np.zeros_like(phi)
    inside = np.abs(x) < rc
    for i in range(2):
        coef = np.fft.fft(phi[:, i]) / n_grid
        edge = [np.sum(coef * (1j * G) ** k * np.exp(1j * G * rc)).real
                for k in range(3)]
        powers = [i, i + 2, i + 4]
        match = np.array([[rc ** p for p in powers],
                          [p * rc ** (p - 1) for p in powers],
                          [p * (p - 1) * rc ** (p - 2) for p in powers]])
        a = np.linalg.solve(match, edge)
        poly = sum(a[j] * x ** powers[j] for j in range(3))
        smooth[:, i] = np.where(inside, poly, phi[:, i])
    window = np.where(inside, np.cos(np.pi * x / (2 * rc)) ** 4, 0.0)
    raw = window[:, None] * smooth
    projectors = raw @ np.linalg.inv(smooth.T @ raw)
    correction = (phi - smooth) @ projectors.T
    # The map must restore the full partial waves from the smooth ones
    assert np.allclose(smooth + correction @ smooth, phi, atol=1e-9)
    return v, correction


v_A0, X_A0 = make_atom(depth_A_eV)
v_B0, X_B0 = make_atom(depth_B_eV)
tau_A = translation(RA)
v_A, X_A = tau_A @ v_A0, tau_A @ X_A0 @ tau_A.T


def system(R, paw=True):
    """T, external potential, and their derivatives with respect to R."""
    tau = translation(R)
    v_B = tau @ v_B0
    if not paw:
        return identity, v_A + v_B, np.zeros_like(identity), -D @ v_B
    X_B = tau @ X_B0 @ tau.T
    return identity + X_A + X_B, v_A + v_B, X_B @ D - D @ X_B, -D @ v_B


def ion_energy(R):
    return charge_A * charge_B * U0 * np.exp(-(R - RA) ** 2 / (2 * u_range ** 2))


def ion_force(R):
    return (R - RA) / u_range ** 2 * ion_energy(R)


def overlap(R, basis):
    full = system(R)[0] @ basis
    return full.conj().T @ full


def energy(C, f, R, basis, paw=True):
    T, v, _, _ = system(R, paw)
    psi = T @ (basis @ C)
    n = np.abs(psi) ** 2 @ f
    kin = np.sum(f * np.sum(psi.conj() * (kinetic @ psi), axis=0).real)
    return kin + n @ v + 0.5 * n @ U @ n + ion_energy(R)


def scf(R, basis, f=None, kT=None, paw=True):
    """Self-consistent orbitals; fixed occupations f, or thermal ones at kT."""
    T, v, _, _ = system(R, paw)
    full = T @ basis
    S = full.conj().T @ full
    H0 = full.conj().T @ (kinetic + np.diag(v)) @ full
    electrons = charge_A + charge_B
    n = np.full(n_grid, electrons / n_grid)
    for _ in range(400):
        H = H0 + full.conj().T @ ((U @ n)[:, None] * full)
        e, C = eigh(0.5 * (H + H.conj().T), 0.5 * (S + S.conj().T))
        if kT is None:
            occ = f
        else:
            mu = brentq(lambda m: 2 * expit((m - e) / kT).sum() - electrons,
                        e[0] - 5, e[-1] + 5, xtol=1e-14)
            occ = 2 * expit((mu - e) / kT)
        new = np.abs(full @ C[:, :len(occ)]) ** 2 @ occ
        change = np.max(np.abs(new - n))
        if change < 1e-11:
            return e, C[:, :len(occ)], occ, new
        n = 0.5 * (n + new)
    raise AssertionError("self-consistency not reached")


def pieces(C, f, R, basis, paw=True):
    """Hamiltonian force, <m|H|n>, <m|dS/dR|n>, and the bare force."""
    T, v, dT, dv = system(R, paw)
    psi, dpsi = T @ (basis @ C), dT @ (basis @ C)
    n = np.abs(psi) ** 2 @ f
    hpsi = kinetic @ psi + (v + U @ n)[:, None] * psi
    dH = 2 * np.sum(dpsi.conj() * hpsi, axis=0).real + dv @ np.abs(psi) ** 2
    dS = dpsi.conj().T @ psi + psi.conj().T @ dpsi
    return -np.sum(f * dH), psi.conj().T @ hpsi, dS, -n @ dv


def matrix_force(C, f, R, basis):
    h_part, H, dS, _ = pieces(C, f, R, basis)
    multiplier = 0.5 * (f[:, None] + f[None, :]) * H
    return h_part + np.trace(multiplier @ dS).real + ion_force(R)


def slope(function, at, step=0.004):
    """Fourth-order central difference."""
    return (8 * (function(at + step) - function(at - step))
            - function(at + 2 * step) + function(at - 2 * step)) / (12 * step)


def lowdin(C, S):
    w, V = np.linalg.eigh(C.conj().T @ S @ C)
    return C @ (V / np.sqrt(w)) @ V.conj().T


tol = 1e-5 / FORCE      # finite-difference tolerance, 1e-5 eV/angstrom
f = np.array([2.0, 2.0, 2.0])
pw = plane_waves

# Canonical force against the derivative of the self-consistent energy
e, C, _, n = scf(RB0, pw, f)
E0 = energy(C, f, RB0, pw)
h_part, H, dS, bare = pieces(C, f, RB0, pw)
s_diag = np.diag(dS).real
s_part = np.sum(f * e[:3] * s_diag)
F_ion = ion_force(RB0)
F = h_part + s_part + F_ion
F_fd = -slope(lambda R: energy(scf(R, pw, f)[1], f, R, pw), RB0)
assert abs(F - F_fd) < tol
assert abs(s_part) > 100 * tol
assert abs(bare + F_ion - F_fd) > 10 * tol

# Complex mixing of equally occupied orbitals
k = np.arange(3)
mix = np.exp(2j * np.pi * np.outer(k, k) / 3) / np.sqrt(3)
C_mix = C @ mix
F_mix = matrix_force(C_mix, f, RB0, pw)
h_mix, H_mix, dS_mix, _ = pieces(C_mix, f, RB0, pw)
F_diag = h_mix + np.sum(f * np.diag(H_mix).real * np.diag(dS_mix).real) + F_ion
F_transposed = h_mix + 2 * np.trace(H_mix.T @ dS_mix).real + F_ion
assert abs(F_mix - F_fd) < tol
assert abs(F_diag - F_fd) > 100 * tol
assert abs(F_transposed - F_fd) > 100 * tol

# Total derivative of H gives the slope of the eigenvalue sum, not the force
F_total = -slope(lambda R: np.sum(f * scf(R, pw, f)[0][:3]), RB0) + F_ion
dn = slope(lambda R: scf(R, pw, f)[3], RB0)
response = n @ U @ dn
assert abs(F_total - (F - response)) < tol
assert abs(F_total - F_fd) > 100 * tol

# Unequal occupations: force, and energy slope under a pair rotation
g = np.array([2.0, 2.0, 1.0])
e_g, C_g, _, _ = scf(RB0, pw, g)
F_g = matrix_force(C_g, g, RB0, pw)
F_g_fd = -slope(lambda R: energy(scf(R, pw, g)[1], g, R, pw), RB0)
assert abs(F_g - F_g_fd) < tol


def rotated(theta):
    R2 = np.eye(3)
    R2[1:, 1:] = [[np.cos(theta), -np.sin(theta)],
                  [np.sin(theta), np.cos(theta)]]
    return C_g @ R2


angle = 0.3
H_rot = pieces(rotated(angle), g, RB0, pw)[1]
turn = 2 * (g[1] - g[2]) * H_rot[1, 2].real
turn_fd = slope(lambda t: energy(rotated(t), g, RB0, pw), angle)
assert abs(turn - turn_fd) < 1e-7

# Unconverged orbitals carried along by symmetric orthonormalization
rng = np.random.default_rng(7)
noise = rng.normal(size=C.shape) + 1j * rng.normal(size=C.shape)
S0 = overlap(RB0, pw)
C_bad = lowdin(C_g + 0.05 * noise, S0)
F_bad = matrix_force(C_bad, g, RB0, pw)
F_bad_fd = -slope(
    lambda R: energy(lowdin(C_bad, overlap(R, pw)), g, R, pw), RB0)
assert abs(F_bad - F_bad_fd) < tol
assert abs(F_bad - F_g) > 100 * tol

# Order of the errors in force and energy for small orbital errors
sizes = [1e-3, 5e-4]
trial = [lowdin(C + s * noise, S0) for s in sizes]
dF = [matrix_force(c, f, RB0, pw) - F for c in trial]
dE = [energy(c, f, RB0, pw) - E0 for c in trial]
ratio_F, ratio_E = dF[0] / dF[1], dE[0] / dE[1]
assert abs(ratio_F - 2) < 0.1 and abs(ratio_E - 4) < 0.2

# Complete basis: PAW force equals the plain force of a calculation without T
C_full = scf(RB0, identity, f)[1]
F_full = matrix_force(C_full, f, RB0, identity)
C_ae = scf(RB0, identity, f, paw=False)[1]
F_ae = pieces(C_ae, f, RB0, identity, paw=False)[3] + F_ion
E_full = energy(C_full, f, RB0, identity)
E_ae = energy(C_ae, f, RB0, identity, paw=False)
assert abs(F_full - F_ae) < tol and abs(E_full - E_ae) < 1e-8
assert E0 > E_ae

# Thermal occupations: the force belongs to the free energy
kT = kT_eV / EV


def thermal(R):
    _, c, occ, _ = scf(R, pw, kT=kT)
    total = energy(c, occ, R, pw)
    entropy = 2 * np.sum(entr(occ / 2) + entr(1 - occ / 2))
    return np.array([total, total - kT * entropy])


_, C_T, occ_T, _ = scf(RB0, pw, kT=kT)
F_T = matrix_force(C_T, occ_T, RB0, pw)
F_T_energy, F_T_free = -slope(thermal, RB0)
assert abs(F_T - F_T_free) < tol
assert abs(F_T - F_T_energy) > 100 * tol


def show(label, value, unit, digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


show("cell length", cell_A, "angstrom", 1)
print(f"well depths A, B: {depth_A_eV:.0f}, {depth_B_eV:.0f} eV")
show("Gaussian width of wells", width_A, "angstrom", 1)
print(f"positions A, B: {pos_A_A:.1f}, {pos_B_A:.1f} angstrom")
show("augmentation radius", radius_A, "angstrom", 2)
show("repulsion strength", repulsion_eV, "eV", 1)
show("repulsion range", range_A, "angstrom", 1)
print(f"ion charges A, B: {charge_A:.0f}, {charge_B:.0f} (dimensionless)")
print(f"grid points, plane waves: {n_grid}, {len(waves)}")
show("total energy, plane waves", E0 * EV, "eV", 4)
show("total energy, complete grid basis", E_ae * EV, "eV", 4)
for i in range(4):
    show(f"eigenvalue {i + 1}", e[i] * EV, "eV", 4)
for i in range(3):
    show(f"<dS/dR> orbital {i + 1}", s_diag[i] / ANG, "1/angstrom")
show("Hamiltonian term of force", h_part * FORCE, "eV/angstrom")
show("overlap term of force", s_part * FORCE, "eV/angstrom")
show("ion-ion term of force", F_ion * FORCE, "eV/angstrom")
show("force on B, canonical", F * FORCE, "eV/angstrom")
show("force on B, canonical", F, "hartree/bohr", 7)
show("force on B, energy difference", F_fd * FORCE, "eV/angstrom")
show("force without overlap term", (F - s_part) * FORCE, "eV/angstrom")
show("bare force, plane waves", (bare + F_ion) * FORCE, "eV/angstrom")
show("mixed orbitals: diagonal <H>", H_mix[0, 0].real * EV, "eV", 4)
show("mixed orbitals: |H_12|", abs(H_mix[0, 1]) * EV, "eV", 4)
show("mixed, full multiplier matrix", F_mix * FORCE, "eV/angstrom")
show("mixed, diagonal multipliers only", F_diag * FORCE, "eV/angstrom")
show("mixed, transposed indices", F_transposed * FORCE, "eV/angstrom")
show("force from total dH/dR", F_total * FORCE, "eV/angstrom")
show("mean-field response term", response * FORCE, "eV/angstrom")
show("occupations 2,2,1: force", F_g * FORCE, "eV/angstrom")
show("occupations 2,2,1: difference", F_g_fd * FORCE, "eV/angstrom")
show("rotation angle", angle, "rad", 1)
show("rotation slope, formula", turn * EV, "eV/rad")
show("rotation slope, difference", turn_fd * EV, "eV/rad")
show("unconverged: matrix force", F_bad * FORCE, "eV/angstrom")
show("unconverged: path difference", F_bad_fd * FORCE, "eV/angstrom")
show("halved orbital error: force ratio", ratio_F, "(dimensionless)", 3)
show("halved orbital error: energy ratio", ratio_E, "(dimensionless)", 3)
show("complete basis: PAW force", F_full * FORCE, "eV/angstrom")
show("complete basis: force without T", F_ae * FORCE, "eV/angstrom")
show("thermal energy kT", kT_eV, "eV", 1)
show("thermal: matrix force", F_T * FORCE, "eV/angstrom")
show("thermal: free-energy difference", F_T_free * FORCE, "eV/angstrom")
show("thermal: energy difference", F_T_energy * FORCE, "eV/angstrom")
print("success")
```

Output:

```
cell length: 8.0 angstrom
well depths A, B: 100, 80 eV
Gaussian width of wells: 0.4 angstrom
positions A, B: -0.8, 0.8 angstrom
augmentation radius: 0.75 angstrom
repulsion strength: 2.0 eV
repulsion range: 0.8 angstrom
ion charges A, B: 4, 2 (dimensionless)
grid points, plane waves: 121, 17
total energy, plane waves: -275.3699 eV
total energy, complete grid basis: -275.6349 eV
eigenvalue 1: -63.4139 eV
eigenvalue 2: -48.3721 eV
eigenvalue 3: -17.5280 eV
eigenvalue 4: -4.7113 eV
<dS/dR> orbital 1: -0.00407 1/angstrom
<dS/dR> orbital 2: 0.00391 1/angstrom
<dS/dR> orbital 3: 0.04327 1/angstrom
Hamiltonian term of force: -21.90347 eV/angstrom
overlap term of force: -1.37828 eV/angstrom
ion-ion term of force: 5.41341 eV/angstrom
force on B, canonical: -17.86834 eV/angstrom
force on B, canonical: -0.3474838 hartree/bohr
force on B, energy difference: -17.86834 eV/angstrom
force without overlap term: -16.49005 eV/angstrom
bare force, plane waves: -16.84700 eV/angstrom
mixed orbitals: diagonal <H>: -43.1046 eV
mixed orbitals: |H_12|: 13.5054 eV
mixed, full multiplier matrix: -17.86834 eV/angstrom
mixed, diagonal multipliers only: -20.20581 eV/angstrom
mixed, transposed indices: -20.29610 eV/angstrom
force from total dH/dR: -11.85684 eV/angstrom
mean-field response term: -6.01150 eV/angstrom
occupations 2,2,1: force: -10.10566 eV/angstrom
occupations 2,2,1: difference: -10.10566 eV/angstrom
rotation angle: 0.3 rad
rotation slope, formula: 17.33618 eV/rad
rotation slope, difference: 17.33618 eV/rad
unconverged: matrix force: -1.10920 eV/angstrom
unconverged: path difference: -1.10920 eV/angstrom
halved orbital error: force ratio: 2.000 (dimensionless)
halved orbital error: energy ratio: 4.002 (dimensionless)
complete basis: PAW force: -17.54758 eV/angstrom
complete basis: force without T: -17.54758 eV/angstrom
thermal energy kT: 3.0 eV
thermal: matrix force: -14.63043 eV/angstrom
thermal: free-energy difference: -14.63043 eV/angstrom
thermal: energy difference: -20.72354 eV/angstrom
success
```
